# Half a Spin Rotation in a Nonparabolic III-V Rashba Channel: a numerical check

```python
# Result under test: in a channel along x with Rashba coupling
#   H = hbar^2 k^2/(2 m) + alpha (sigma_x k_y - sigma_y k_x),
# a spin that starts along z is reversed after L = pi hbar^2/(2 m alpha).
# In a nonparabolic band m is the momentum mass hbar k/v at the Fermi energy.
# Units: meV, nm, masses in free-electron masses, unless a name says otherwise.
import numpy as np
from scipy import constants as const
from scipy.linalg import expm
from scipy.optimize import brentq
from scipy.sparse import diags, identity, kron, csc_matrix
from scipy.sparse.linalg import spsolve

HB2 = const.hbar**2 / const.m_e / const.e * 1e3 * 1e18   # hbar^2/m_e, meV nm^2
HBAR = const.hbar / const.e * 1e3 * 1e12                 # meV ps
KB = const.k / const.e * 1e3                             # meV/K
BOHR = const.physical_constants["Bohr radius"][0] * 1e9  # nm
sx = np.array([[0, 1], [1, 0]], complex)
sy = np.array([[0, -1j], [1j, 0]])
sz = np.diag([1.0, -1.0]).astype(complex)
one = np.eye(2)

mass, alpha = 0.04, 10.0
length = np.pi * HB2 / (2 * mass * alpha)


def rashba(kx, ky):
    return alpha * (sx * ky - sy * kx)


def mean(op, spinor):
    return (spinor.conj() @ op @ spinor).real / np.vdot(spinor, spinor).real


# Wave numbers at fixed energy from numerical eigenvalues
def branch_root(energy, branch):
    def f(k):
        h = HB2 * k**2 / (2 * mass) * one + rashba(k, 0.0)
        return np.linalg.eigvalsh(h)[branch] - energy
    return brentq(f, 0.01, 1.0, xtol=1e-14)


test_energies = [5.0, 60.0, 200.0]
root_lengths = []
for energy in test_energies:
    k_large, k_small = branch_root(energy, 0), branch_root(energy, 1)
    root_lengths.append(np.pi / (k_large - k_small))
assert np.allclose(root_lengths, length, rtol=1e-8)


# Scattering through a Rashba region with a barrier, leads without Rashba term
def transmitted(region, energy=60.0, bonds=600, barrier=80.0):
    a = region / bonds
    t = HB2 / (2 * mass * a**2)
    x = np.arange(bonds + 1) * a
    onsite = 2 * t + barrier * np.exp(-((x - 0.4 * region) / 3.0)**2 / 2)
    ka = np.arccos(1 - energy / (2 * t))
    onsite = onsite.astype(complex)
    onsite[[0, -1]] -= t * np.exp(1j * ka)
    hop = -t * one + 1j * alpha * sy / (2 * a)
    up = diags([np.ones(bonds)], [1])
    h = kron(diags([onsite], [0]), one) + kron(up, hop) + kron(up.T, hop.conj().T)
    matrix = csc_matrix(energy * identity(2 * (bonds + 1)) - h)
    source = np.zeros(2 * (bonds + 1), complex)
    source[0] = 2j * t * np.sin(ka)          # incoming wave, spin up along z
    return spsolve(matrix, source)[-2:]


scatter_length = brentq(lambda s: mean(sx, transmitted(s)), 200.0, 400.0, xtol=1e-8)
out = transmitted(length)
transmission = np.vdot(out, out).real
quarter = transmitted(length / 2)
assert abs(scatter_length / length - 1) < 1e-4      # lattice error is of order 1e-6
assert mean(sz, out) < -0.99999
assert mean(sx, quarter) < -0.99999
assert 0.01 < transmission < 0.9                    # the barrier really reflects

# Time evolution of the spinor during transit, straight and oblique
density_cm2 = 1e12
kf = np.sqrt(2 * np.pi * density_cm2 * 1e-14)       # 1/nm
velocity = HB2 * kf / mass / HBAR                   # nm/ps
transit = length / velocity                         # ps
spin_up = np.array([1, 0], complex)


def spin_z_after(angle):
    time = length / (velocity * np.cos(angle))
    h = rashba(kf * np.cos(angle), kf * np.sin(angle))
    return mean(sz, expm(-1j * h * time / HBAR) @ spin_up)


oblique = np.radians(30.0)
straight_z, oblique_z = spin_z_after(0.0), spin_z_after(oblique)
assert abs(straight_z + 1) < 1e-10
assert abs(oblique_z - np.cos(np.pi / np.cos(oblique))) < 1e-10

# Nonparabolic band e(1 + a e) = hbar^2 k^2/(2 m_b), with Fermi-level mass 0.04
nonpar_per_ev = 1.5
nonpar = nonpar_per_ev * 1e-3                       # 1/meV
kinetic = HB2 * kf**2 / (2 * mass)
ratio = 2 * nonpar * kinetic + np.sqrt(1 + (2 * nonpar * kinetic)**2)
mass_bottom = mass / ratio


def band(k):
    g = HB2 * k**2 / (2 * mass_bottom)
    return (np.sqrt(1 + 4 * nonpar * g) - 1) / (2 * nonpar)


fermi = band(kf)
step = 1e-5
slope = (band(kf + step) - band(kf - step)) / (2 * step)
assert abs(HB2 * kf / slope / mass - 1) < 1e-6      # momentum mass at Fermi level


def nonparabolic_difference(strength):
    roots = [brentq(lambda k: band(k) - s * strength * k - fermi, 0.01, 1.0,
                    xtol=1e-15, rtol=1e-14) for s in (1, -1)]
    return roots[0] - roots[1]


length_nonpar = np.pi / nonparabolic_difference(alpha)
length_bottom = np.pi * HB2 / (2 * mass_bottom * alpha)
assert abs(length_nonpar / length - 1) < 1e-3
assert abs(length_bottom / length_nonpar - 1) > 0.1
for strength in (alpha, alpha / 2):
    first_order = 2 * mass * strength / HB2
    excess = nonparabolic_difference(strength) / first_order - 1
    predicted = 2 * mass_bottom * nonpar * strength**2 / HB2
    assert abs(excess / predicted - 1) < 0.02


# Thermal average of the final spin, fixed alpha and chemical potential
def thermal_spin(temperature):
    kt = KB * temperature
    e = np.linspace(max(0.0, fermi - 25 * kt), fermi + 25 * kt, 40001)
    weight = 1 / np.cosh((e - fermi) / (2 * kt))**2
    angle = np.pi * mass_bottom * (1 + 2 * nonpar * e) / mass
    return np.sum(weight * np.cos(angle)) / np.sum(weight)


cold_z, warm_z = thermal_spin(4.0), thermal_spin(300.0)
assert cold_z < -0.999 and warm_z > cold_z

# Dresselhaus coupling, crystal axes x=[100], y=[010]
gamma_d, well = 30.0, 10.0                          # meV nm^3, nm
kz2 = (np.pi / well)**2


def direction_length(angle):
    kx, ky = kf * np.cos(angle), kf * np.sin(angle)
    h = rashba(kx, ky) + gamma_d * (sx * kx * (ky**2 - kz2) + sy * ky * (kz2 - kx**2))
    low, high = np.linalg.eigvalsh(h)
    return np.pi * HBAR * velocity / (high - low)


beta = gamma_d * kz2
beta_diag = gamma_d * (kz2 - kf**2 / 2)
len_100, len_110, len_1m10 = [direction_length(np.radians(d)) for d in (0, 45, -45)]
assert abs(len_100 / (length * alpha / np.hypot(alpha, beta)) - 1) < 1e-9
assert abs(len_110 / (length * alpha / (alpha - beta_diag)) - 1) < 1e-9
assert abs(len_1m10 / (length * alpha / (alpha + beta_diag)) - 1) < 1e-9


def free_path(mobility_cm2):
    return const.hbar * kf * 1e9 * mobility_cm2 * 1e-4 / const.e * 1e9   # nm


subband_gap = 3 * HB2 * kz2 / (2 * mass)
splitting = 2 * alpha * kf

print(f"mass: {mass:.3f} electron masses")
print(f"Rashba strength: {alpha:.1f} meV nm")
print(f"hbar^2/m_e: {HB2:.3f} meV nm^2")
print(f"hbar^2/m: {HB2 / mass:.1f} meV nm^2")
print(f"wave-number difference 2 m alpha/hbar^2: {np.pi / length:.6f} 1/nm")
print(f"half-rotation length: {length:.2f} nm")
print(f"half-rotation length: {length / BOHR:.0f} bohr")
print(f"Rashba strength for exactly 300 nm: {alpha * length / 300:.3f} meV nm")
for energy, value in zip(test_energies, root_lengths):
    print(f"length from eigenvalues at {energy:.0f} meV: {value:.2f} nm")
print(f"length from scattering with barrier: {scatter_length:.2f} nm")
print(f"transmission of that barrier at 60 meV: {transmission:.3f}")
print(f"final spin z behind barrier: {mean(sz, out):.5f}")
print(f"spin x behind barrier at half the length: {mean(sx, quarter):.5f}")
print(f"electron density: {density_cm2:.1e} 1/cm^2")
print(f"Fermi wave number: {kf:.4f} 1/nm")
print(f"spin splitting at Fermi wave number: {splitting:.2f} meV")
print(f"velocity: {velocity:.0f} nm/ps")
print(f"transit time: {transit:.3f} ps")
print(f"nonparabolicity: {nonpar_per_ev:.2f} 1/eV")
print(f"Fermi energy above subband bottom: {fermi:.1f} meV")
print(f"band-bottom mass: {mass_bottom:.4f} electron masses")
print(f"length from nonparabolic roots: {length_nonpar:.2f} nm")
print(f"wrong length from band-bottom mass: {length_bottom:.1f} nm")
print(f"thermal mean final spin z at 4 K: {cold_z:.4f}")
print(f"thermal mean final spin z at 300 K: {warm_z:.3f}")
print(f"Dresselhaus coefficient: {gamma_d:.0f} meV nm^3")
print(f"well width: {well:.0f} nm")
print(f"linear Dresselhaus strength, [100]: {beta:.2f} meV nm")
print(f"net Dresselhaus strength, diagonals: {beta_diag:.2f} meV nm")
print(f"length along [100] with Dresselhaus: {len_100:.0f} nm")
print(f"length along [110] with Dresselhaus: {len_110:.0f} nm")
print(f"length along [1-10] with Dresselhaus: {len_1m10:.0f} nm")
print(f"path at 30 degrees to the channel: {length / np.cos(oblique):.0f} nm")
print(f"rotation on that path: {180 / np.cos(oblique):.0f} degrees")
print(f"final spin z on that path: {oblique_z:.3f}")
print(f"mean free path at 50000 cm^2/Vs: {free_path(5e4):.0f} nm")
print(f"mean free path at 10000 cm^2/Vs: {free_path(1e4):.0f} nm")
print(f"gap to next subband, infinite walls: {subband_gap:.0f} meV")
print("all tests passed")
```

Printed output:

```
mass: 0.040 electron masses
Rashba strength: 10.0 meV nm
hbar^2/m_e: 76.200 meV nm^2
hbar^2/m: 1905.0 meV nm^2
wave-number difference 2 m alpha/hbar^2: 0.010499 1/nm
half-rotation length: 299.24 nm
half-rotation length: 5655 bohr
Rashba strength for exactly 300 nm: 9.975 meV nm
length from eigenvalues at 5 meV: 299.24 nm
length from eigenvalues at 60 meV: 299.24 nm
length from eigenvalues at 200 meV: 299.24 nm
length from scattering with barrier: 299.24 nm
transmission of that barrier at 60 meV: 0.409
final spin z behind barrier: -1.00000
spin x behind barrier at half the length: -1.00000
electron density: 1.0e+12 1/cm^2
Fermi wave number: 0.2507 1/nm
spin splitting at Fermi wave number: 5.01 meV
velocity: 725 nm/ps
transit time: 0.412 ps
nonparabolicity: 1.50 1/eV
Fermi energy above subband bottom: 65.2 meV
band-bottom mass: 0.0335 electron masses
length from nonparabolic roots: 299.20 nm
wrong length from band-bottom mass: 357.7 nm
thermal mean final spin z at 4 K: -1.0000
thermal mean final spin z at 300 K: -0.951
Dresselhaus coefficient: 30 meV nm^3
well width: 10 nm
linear Dresselhaus strength, [100]: 2.96 meV nm
net Dresselhaus strength, diagonals: 2.02 meV nm
length along [100] with Dresselhaus: 287 nm
length along [110] with Dresselhaus: 375 nm
length along [1-10] with Dresselhaus: 249 nm
path at 30 degrees to the channel: 346 nm
rotation on that path: 208 degrees
final spin z on that path: -0.884
mean free path at 50000 cm^2/Vs: 825 nm
mean free path at 10000 cm^2/Vs: 165 nm
gap to next subband, infinite walls: 282 meV
all tests passed
```
